Does moderate inversion itself cancel the third derivative of MOSFET current?

Q: I want to bias an n-channel transistor where the third derivative of its saturation current with respect to gate voltage vanishes, to suppress cubic distortion. I take that point to belong to moderate inversion itself. In weak inversion the current is exponential, so the derivative is positive. In strong inversion it has turned negative. The zero must mark the change from diffusion to drift.

A: Let us test that on a transistor that has the change from diffusion to drift and little else. Take a long, uniform channel with constant mobility μ, source tied to body, and Boltzmann electrons. Let Q be the magnitude of the inversion charge per area, ψ the surface potential, V the channel voltage (zero at the source) and U_T = kT/e. Drift and diffusion together give

I = μW(Q dψ/dx − U_T dQ/dx) = μWQ dV/dx,

dV = dψ − U_T dQ/Q.

Now linearise the charge: Q = nC_ox(ψ_p − ψ). The slope factor n is constant, and ψ_p, the potential at which Q vanishes, rises with gate voltage as dψ_p/dV_G = 1/n. Measure charge by q = Q/(2nC_ox U_T), so that ψ = ψ_p − 2U_T q. Integrating dV gives V = ψ − U_T ln q − constant, and therefore

V = ψ_p − constant − 2U_T q − U_T ln q.

I take the constant to be independent of V_G, which means a fixed prefactor in the Boltzmann law. It can then be absorbed in the threshold V_T, with ψ_p − constant = (V_G − V_T)/n. At the source V = 0. With v = (V_G − V_T)/(nU_T),

v = 2q + ln q.

From here on q without a subscript is the source charge. The logarithm dominates in weak inversion and the linear term in strong inversion, so the whole transition is present.

Q: And the current?

A: Integrate I dx = μWQ dV along the channel. In units of I_spec = 2nμC_ox(W/L)U_T², the current i is the integral of charge over V/U_T. At fixed gate voltage, d(V/U_T) = −(2 + 1/q)dq. By full saturation I mean that the charge at the drain is zero. Reversing the limits removes the minus sign:

i = ∫₀^q y(2 + 1/y) dy = q² + q.

Moderate inversion is conventionally 0.1 < i < 10. Now differentiate. From dv/dq = 2 + 1/q = (2q + 1)/q,

di/dv = (2q + 1) · q/(2q + 1) = q.

The transconductance measures the source charge. Its next derivative is

d²i/dv² = dq/dv = q/(2q + 1).

For the third, the quotient rule gives

d/dq [q/(2q + 1)] = [(2q + 1) − 2q]/(2q + 1)² = 1/(2q + 1)²,

and multiplying by dq/dv,

d³i/dv³ = q/(2q + 1)³ ≡ h(q).

Since q > 0 at every finite gate voltage, h is positive there. This model passes from diffusion to drift without a zero.

Q: But the square law has zero third derivative. Something must vanish.

A: It vanishes in the limit. For large q, h ≈ 1/(8q²), and with q ≈ v/2 this is 1/(2v²). The square law i = v²/4 keeps the leading term and drops the logarithm that supplies this positive tail. At the other end q ≈ eᵛ, so h ≈ eᵛ. In between,

dh/dq = [(2q + 1) − 6q]/(2q + 1)⁴ = (1 − 4q)/(2q + 1)⁴,

so h has one maximum, 2/27 at q = 1/4. That is i = 0.3125, inside moderate inversion. The ideal model has its largest third derivative in the region where you expected a zero.

Q: Is there a physical reason for the sign?

A: The third derivative of current is the curvature of source charge against gate voltage. For any smooth relation v(q),

d²q/dv² = −(d²v/dq²)/(dv/dq)³.

Here dv/dq = 2 + 1/q. At the source the quasi-Fermi level is fixed, so the 1/q is the rise in surface potential, in units of U_T, that the Boltzmann law with a fixed prefactor requires for more charge. (In a full Poisson–Boltzmann inversion layer, for the device below, the rise is close to this in weak inversion but 1.2 times larger at q = 3 and 1.4 times at q = 10.) The 2 is the further rise in ψ_p, in the same units, required by Q = nC_ox(ψ_p − ψ). As charge accumulates, the 1/q cost falls while the other stays fixed. Each further step of gate voltage therefore adds more charge than the last, and the curve bends upwards.

Q: Put it in volts and amperes for me.

A: Take rough values typical of a 180 nm silicon process: T = 300 K, 4 nm oxide, W = 10 µm, L = 180 nm, body doping 4×10¹⁷ cm⁻³, mobility 350 cm²/Vs. Then U_T = 25.85 mV and C_ox = 0.863 µF/cm². The body factor is γ = √(2eε_s N)/C_ox = 0.422 V^½. With an intrinsic density of 10¹⁰ cm⁻³, 2φ_F = 0.905 V, so n = 1 + γ/(2√(2φ_F)) = 1.222. These give I_spec = 27.4 µA.

Each derivative in V_G contributes 1/(nU_T), so h is multiplied by

I_spec/(nU_T)³ = 27.4 µA/(31.6 mV)³ ≈ 870 mA/V³.

The peak is 870 × 2/27 ≈ 64.4 mA/V³. For a chosen i, q = [√(1 + 4i) − 1]/2, and the ideal model gives:

i = 0.01: V_G − V_T = −145 mV, 8.12 mA/V³
i = 0.1: −70 mV, 48.1 mA/V³
i = 1: 24 mV, 48.1 mA/V³
i = 10: 202 mV, 8.95 mA/V³
i = 100: 672 mV, 1.03 mA/V³

From i = 1 to i = 100 the value falls by a factor of nearly 50, but stays positive.

Q: You demanded zero drain charge. My drain is at a finite voltage. Does that matter if the current is flat?

A: It matters for this derivative. With drain charge q_d the current is (q² + q) − (q_d² + q_d). At fixed drain voltage V_D, the drain obeys the same charge law with v replaced by v − V_D/U_T. Hence

d³i/dv³ = h(q) − h(q_d).

When both ends lie below the peak of h, the source term is larger and the result is positive. When both lie above it, the drain term is larger and the result is negative. When the source is above and the drain below, raising V_G lowers the first term and raises the second, so the difference falls steadily. There is one zero.

A tiny drain charge can produce it, because h(q_d) ≈ q_d in weak inversion while h(q) has fallen far below its peak (to 0.009 at q = 2.9, tending to 1/(8q²) only at larger q). Solving h(q) = h(q_d) numerically for V_D = 0.3 V puts the zero at V_G − V_T = 220 mV, where the source term of the current is 11.6. The drain term is then 0.083% of the source term. By its current the transistor looks saturated; by its third derivative it does not.

Q: So a low drain voltage could imitate my moderate-inversion zero.

A: Yes, and here it lands just above the conventional boundary. For V_D = 1.8 V, the zero moves to V_G − V_T = 1.92 V, with a source term of 853. That overdrive alone exceeds a 1.8 V supply. At these drain voltages the zero belongs to the edge of saturation, and it moves with the drain. For V_D = 0.2 V it lies inside moderate inversion, at 126 mV with a source term of 4.68 and a drain term 0.49% of that. As V_D → 0, h(q) − h(q_d) ≈ (V_D/U_T) dh/dv, so the zero tends to the peak of h at q = 1/4. That limit is fixed by the transition, but the transistor is then not saturated.

Q: Then why does strong inversion give a negative value at high drain voltage in a realistic model?

A: Because something makes the current grow more slowly than the square law. Start with mobility. Let the local mobility be μ₀/(1 + θq), evaluated with the local charge, and put μ₀ in I_spec. This is a simple law: it lets mobility follow inversion charge and ignores changes in body charge. With a zero-charge drain,

i = ∫₀^q (2y + 1)/(1 + θy) dy.

The relation v = 2q + ln q is unchanged, so

di/dv = [(2q + 1)/(1 + θq)] · q/(2q + 1) = q/(1 + θq),

d²i/dv² = [1/(1 + θq)²] · q/(2q + 1).

For the third derivative, use the logarithmic derivative of the last line:

1/q − 2/(2q + 1) − 2θ/(1 + θq)
= 1/[q(2q + 1)] − 2θ/(1 + θq)
= (1 − θq − 4θq²)/[q(2q + 1)(1 + θq)].

Multiplying by d²i/dv² and by dq/dv,

d³i/dv³ = q(1 − θq − 4θq²)/[(2q + 1)³(1 + θq)³].

The bracket 1 − θq − 4θq² falls steadily from 1, so there is one zero, at

4q² + q = 1/θ.

For small θ this means q ≈ 1/(2√θ) and i ≈ 1/(4θ). The weaker the mobility reduction, the deeper in strong inversion the zero lies.

Q: What is θ for your transistor?

A: Take a rough mobility coefficient of 0.3 V⁻¹. In strong inversion 2nU_T q is approximately V_G − V_T at the source, so

θ = 2nU_T × 0.3 V⁻¹ = 0.0190.

The quadratic gives q = [−1 + √(1 + 16/θ)]/8 = 3.51. The current is then i = 15.2, at V_G − V_T = 261 mV. By the usual boundary, this mechanism alone puts the zero in strong inversion, but not by a wide margin: if the same θ acts on the source charge for the whole channel, i = (q² + q)/(1 + θq), the zero is at i = 10.1 and 210 mV.

Q: Would source resistance do the same with constant mobility?

A: It would. Return to zero drain charge and constant mobility. A resistance R_S raises the source end of the channel by IR_S above the body. With ρ = R_S I_spec/U_T,

v = 2q + ln q + ρ(q² + q),

dv/dq = (2q + 1)/q + ρ(2q + 1) = (2q + 1)(1 + ρq)/q.

Since di/dq = 2q + 1,

di/dv = q/(1 + ρq),

d²i/dv² = [1/(1 + ρq)²] · q/[(2q + 1)(1 + ρq)] = q/[(2q + 1)(1 + ρq)³].

The logarithmic derivative is now

1/[q(2q + 1)] − 3ρ/(1 + ρq) = (1 − 2ρq − 6ρq²)/[q(2q + 1)(1 + ρq)],

and therefore

d³i/dv³ = q(1 − 2ρq − 6ρq²)/[(2q + 1)³(1 + ρq)⁵].

The one zero satisfies 6q² + 2q = 1/ρ. For R_S = 20 Ω, ρ = 20 Ω × 27.4 µA/25.85 mV = 0.0212. Then q = [−1 + √(1 + 6/ρ)]/6 = 2.64, i = 9.62 and V_G − V_T = 204 mV. This one falls just inside moderate inversion, because of the value of R_S.

Q: And velocity saturation? My channel is short.

A: Use a simple cap: the mean carrier velocity is μ dV/dx until it reaches v_sat at the drain end. In saturation the drain charge is then finite, because I = WQ_d v_sat. Dividing by I_spec,

i = 2q_d/λ, λ = 2μU_T/(v_sat L).

The channel integral also gives i = q² + q − q_d² − q_d. Equating the two,

q_d² + (1 + 2/λ)q_d = q² + q.

Define S = 2q_d + 1 + 2/λ. Squaring S and using this relation,

S² = (1 + 2/λ)² + 4(q² + q) = a + w²,

where w = 2q + 1 and a = (1 + 2/λ)² − 1 = 4(1 + λ)/λ². Now differentiate the relation for q_d. Its right side has derivative q, as before, so S dq_d/dv = q and

di/dv = 2q/(λS) = (w − 1)/(λS).

In terms of w, d/dv = [(w − 1)/w] d/dw, and dS/dw = w/S. Thus

d²i/dv² = [(w − 1)/(λw)] · [S² − w(w − 1)]/S³
= (w − 1)(a + w)/(λwS³).

The sign of the third derivative is that of the logarithmic derivative in w:

1/(w − 1) − 1/w + 1/(a + w) − 3w/(a + w²)
= (a + w²)/[w(w − 1)(a + w)] − 3w/(a + w²).

Over a common positive denominator, the numerator is

P = (a + w²)² − 3w²(w − 1)(a + w)
= a² + 5aw² − 3(a − 1)w³ − 2w⁴.

Whether a is above or below 1, the coefficients of P change sign once, so Descartes' rule gives one positive root. At w = 1, P = (a + 1)² > 0, so the root lies above w = 1, at positive charge. There is again one zero.

Q: Does it recede too?

A: For small λ, a is large and the leading balance is a² = 3aw³. With a ≈ 4/λ² this gives

q ≈ w/2 ≈ (6λ²)^(−1/3).

So it recedes as λ falls, for instance as the channel lengthens. With v_sat = 10⁷ cm/s and L = 180 nm, λ = 0.1005. The approximation gives q ≈ 2.55; solving P = 0 numerically gives 2.43, with i = 7.79 and V_G − V_T = 182 mV.

Q: All three act in my transistor. Where is the zero then?

A: Combine them by using the θ-dependent channel integral between q_d and q, the condition i = 2q_d/λ, and v = 2q + ln q + ρi. I solved these equations numerically and took the third derivative by central differences. A zero appears at q = 1.66, i = 4.07, V_G − V_T = 123 mV. The current is 4.07 × 27.4 µA ≈ 112 µA.

Q: That is moderate inversion. My bias rule survives.

A: The bias point survives for this device; the explanation does not. Keep the transition from diffusion to drift untouched and multiply θ, λ and ρ by a common factor:

factor 1: i = 4.07, V_G − V_T = 123 mV
factor 0.1: i = 45.0, 457 mV
factor 0.01: i = 476, 1449 mV

If the transition alone set the zero, it would have stayed in place. The transition supplies one side of a balance, the positive term. Drop diffusion (v = 2q + ρi, with 2y in place of 2y + 1 in the integral) and the third derivative is negative from q = 0.14 to 40, with no zero. The zero sits where the falling positive term meets the negative term from θ, λ and ρ, so for parasitics of this size or weaker its position follows their strength. For velocity saturation that dependence has a limit. For very strong velocity saturation a → 0 and P → w³(3 − 2w), so the cap alone puts the zero at q = 0.57 for λ = 1 and 0.28 for λ = 10, tending to q = 1/4 (V_G − V_T = −28 mV). There i ≈ 2q/λ follows the source charge, and within the cap model the transition does fix the zero of a saturated device. At this mobility, though, λ = 1 and 10 mean L = 18 and 1.8 nm, too short for this channel model. Source resistance has no such limit: from 6q² + 2q = 1/ρ its zero falls to q = 0.044 for ρ = 10 and 0.005 for ρ = 100. Alternatively, lengthen the channel to 1000 nm at fixed width and R_S. Then λ and ρ fall by 5.6 while θ is unchanged, and the zero moves to i = 11.2, V_G − V_T = 222 mV.

For design, suppose the drain voltage is held fixed and the gate carries a small sine of amplitude A. The cubic term (1/6)(d³I/dV_G³)A³cos³ωt contains a third harmonic of amplitude (1/24)|d³I/dV_G³|A³. Biasing at the zero removes that leading term. The bias must be found for the actual length and resistance; an inversion level carried over from a device of other length or resistance misses the null. Keeping i = 4.07 leaves 5 to 12% of the peak third derivative for L = 130 to 350 nm or R_S = 10 to 40 Ω, and 18% at 1 µm. Temperature acts differently in this model: with μ ∝ T^(−3/2) and fixed v_sat, R_S and 0.3 V⁻¹, going from 250 to 400 K moves V_G − V_T from 99 to 170 mV but i only from 3.9 to 4.2. The current itself is not fixed: I_spec grows roughly as √T, so the current at the zero rises from 97 to 136 µA. With the abrupt cap the drain voltage does not enter once it exceeds about 131 mV.

Q: Could your positive ideal result be an artefact of the linearised charge?

A: I tested that at sample points. Restore the body charge γ√ψ, with Q now divided by C_ox and measured in volts. For a metal gate and V_G measured from flat band,

V_G = ψ + Q + γ√ψ,

(Q + γ√ψ)² = γ²{ψ + U_T exp[(ψ − 2φ_F − V)/U_T]}.

The second line gives V as a function of Q. The saturated current is μC_ox(W/L)∫V dQ from zero to the source charge, which is ∫Q dV integrated by parts. Numerical integration and differentiation, at constant mobility, give positive values at all six charges sampled, from q = 0.01 to 15. At q = 0.25 the result is 61.6 mA/V³ against 64.4 in the ideal model. At q = 10 it is 1.69 against 0.94. The Pao–Sah double integral, which drops the charge-sheet approximation as well, gives 62.0 and 1.66 at these two charges and is positive at eight samples up to q = 35.

Part of the strong-inversion excess can be traced. Neglect diffusion and pin ψ at 2φ_F + V. Then ∂Q/∂V_G = 1 at fixed V, and dI/dV_G is proportional to the pinch-off voltage ψ_p − 2φ_F. From ψ_p + γ√ψ_p = V_G,

dψ_p/dV_G = 1/[1 + γ/(2√ψ_p)],

which rises with V_G. That adds positive curvature: 0.56 of the 0.75 mA/V³ excess at q = 10.

Q: A 180 nm transistor usually has a polysilicon gate, though, not metal.

A: That pulls the other way. Adding the depletion voltage of a gate doped to 10²⁰ cm⁻³ lowers the charge-sheet value at q = 15 from 1.03 to 0.37 mA/V³. It stays positive up to q = 20 and changes sign at q ≈ 23, about 1.7 V above threshold. These figures use the abrupt-depletion law, which is rough here because the gate drop is only 2 to 3 U_T and the gate is degenerate. With Boltzmann or Fermi–Dirac electrons in the gate, the value at q = 15 is 0.50 or 0.58 mA/V³, and the sign change moves to q ≈ 25 or 26, some 0.1 to 0.2 V higher. Gate depletion is thus one more mechanism that produces a zero at constant mobility, deep in strong inversion for this doping.

Degeneracy leaves the sign alone in a one-subband model. There ln q becomes ln[(e^{fq} − 1)/f], where fq is the electron density divided by the thermal density of states, 4.1×10¹² cm⁻² for two valleys of mass 0.19 m_e. The derivative f/(1 − e^{−fq}) still falls with q, so the charge still curves upwards. At the combined zero's charge, 5.6×10¹¹ cm⁻², the constant-mobility third derivative is 4.9% below the non-degenerate value at equal q. That figure holds the subband energy fixed. If the subband rises with charge as in a triangular well, the value is 20 to 24% below instead, and still positive.

Q: How far should I trust 123 mV for a real device?

A: As an estimate for this parameter set. The dimensions and doping are in the range of a 180 nm process, but mobility, resistance and the velocity law are rough. The velocity law matters: replace the abrupt cap by the smooth form μE/[1 + (μE/v_sat)^β]^(1/β), with E = dV/dx, and the combined zero moves to 101 mV (i = 3.0) for β = 2 and 78 mV (i = 1.9) for β = 1. The zero from velocity saturation alone moves from 182 mV to 135 and 98 mV. In this model, mobility reduction, source resistance and velocity saturation together turn no zero into one at i between about 2 and 4, depending on the velocity law. The mobility law matters too. A field law μ ∝ 1/[1 + (E_eff/0.9 MV/cm)^1.85] moves the mobility-only zero from 261 to 221 mV and the combined zero to 119 mV. Coulomb scattering from the dopants, which makes mobility rise with charge at these densities, is left out; a rough term μ_C = μ_C0(1 + N_s/N₁), with μ_C0 = 700 to 1500 cm²/Vs, N₁ = 3×10¹¹ to 10¹² cm⁻² and the total mobility kept the same at q = 1.66, moves the combined zero up to between 133 and 170 mV (i = 4.4 to 6.4).

The calculation also omits the finite thickness of the inversion layer. A triangular-well estimate, with mass 0.916 m_e and an effective field of 0.39 MV/cm, makes the lowest subband equivalent to 0.53 nm of extra oxide, or 13% of the 4 nm. At 300 K that subband holds only about 68% of the electrons, so the one-subband degeneracy figure above is also approximate; averaging over the higher subbands and the fourfold valleys in the same well gives about 0.65 nm, or 16%. I have not carried the full multi-subband layer into the zero's position. Letting only the lowest subband rise with charge, with V_T referred to its energy at zero charge, moves the combined zero to about 125 mV (i ≈ 3.9). Nonuniform doping and the drain's influence on the barrier are omitted as well. So is channel-length modulation, which is large at this length: a rough estimate ΔL = l·asinh[(V_D − V_Dsat)μ₀/(l v_sat)], with l = 15 to 25 nm and V_D = 0.9 to 1.8 V, shortens the channel by 54 to 97 nm and moves the combined zero from 123 mV to between 73 and 96 mV. The same estimate implies a peak lateral field of 0.3 to 1.1 MV/cm near the drain, where impact ionisation, also omitted, can add current.

Oxide breakdown and tunnelling are minor here. At the combined zero the oxide field is 1.3 MV/cm, rising to about 5.6 MV/cm at q ≈ 29 (the ideal zero for V_D = 1.8 V), against a breakdown field of roughly 10 MV/cm. A rectangular 3.1 eV barrier with mass 0.5 m_e gives a transmission factor near 10⁻²²; tilting the barrier by the oxide field raises this to about 6×10⁻²² at the combined zero and 3×10⁻¹⁸ at q ≈ 29.

Q: So on seeing such a zero, I should ask what bends the current below the ideal law.

A: Yes, and first check the drain voltage. Then vary the length. A zero that moves points to velocity saturation, source resistance or channel-length modulation. The last can act alone: with constant mobility, λ = ρ = 0, V_D = 1.8 V and a depletion length ΔL = √[2ε_s(V_D − (V_G − V_T)/n)/(eN)], a zero appears at 259 mV for 180 nm and 669 mV for 1 µm. One that stays does not prove that the transition sets it: a zero due to mobility reduction moves only from 254 to 259 mV between 5 and 20 µm in this model. Added source resistance shifts the zero whatever its cause, so it does not separate the causes. In the fully saturated ideal model there is no zero to move.
